Enthalpy of Formation at 0 K and 298 K from an Atomization Energy

A coupled-cluster calculation gives the energy needed to separate a molecule into atoms. Thermochemistry asks for a different quantity, the enthalpy of forming the molecule from its elements. This problem derives the connection and applies it to a model reaction,

½ A₂(g) + B₂(g) → AB₂(g),

in which AB₂ is a bent molecule. No real substance is meant; the parameters are round numbers.

**Data.** The energies from the bottom of the potential well to free atoms are 900 kJ/mol for AB₂, 400 kJ/mol for A₂ and 420 kJ/mol for B₂. The harmonic wavenumbers are 1200, 3000 and 3200 cm⁻¹ for AB₂, 1000 cm⁻¹ for A₂ and 3600 cm⁻¹ for B₂. The rotational constants are 18, 9 and 6 cm⁻¹ for AB₂, 1 cm⁻¹ for A₂ and 50 cm⁻¹ for B₂. One cm⁻¹ corresponds to 0.011963 kJ/mol, and RT = 2.479 kJ/mol at T = 298.15 K.

**Conventions.** All enthalpies are molar and refer to standard pressure. Gases are ideal. The enthalpy of formation ΔfH of an element in its reference state is zero at every temperature. An element that is a gas at 298.15 K keeps the ideal gas as its reference down to 0 K, although the real substance would condense. Second decimals below keep the bookkeeping visible; they are not a claim of accuracy for any molecule.

**(a) A molecule M contains n_A atoms of each element A. Express ΔfH(M, 0 K) through its atomization energy, its zero-point energy and the enthalpies of formation of the free atoms.**

*Solution.* Let H_M(T) be the enthalpy of M, and h_A(T) the enthalpy of element A in its reference state, per mole of atoms. For a diatomic element, h_A is half the enthalpy of A₂. By definition,

ΔfH(M, T) = H_M(T) − Σ n_A h_A(T).  (1)

For an ideal gas H = U + pV = U + RT. As T → 0 the terms RT and the thermal energy vanish, and each molecule is in its lowest level. That level lies above the well bottom E_e by the zero-point energy E_ZPE, provided the rotationless level J = 0 is allowed, as it is for all three molecules of the model. (If the symmetry of identical nuclei forbids J = 0, the energy of the lowest allowed rotational level must be added, 2hcB for a linear rotor with odd J only and rotational constant B.) Thus

H_M(0) = E_e + E_ZPE.

A free atom has no vibration, and H_A(0) = E_A, the energy of its lowest level. Define the total atomization energies

TAE_e = Σ n_A E_A − E_e,

TAE_0 = Σ n_A E_A − H_M(0) = TAE_e − E_ZPE.

The zero-point energy is subtracted because the molecule already starts that far up the well. Now add and subtract the atomic energies in (1) at T = 0:

ΔfH(M, 0) = [H_M(0) − Σ n_A E_A] + Σ n_A [E_A − h_A(0)].

The first bracket is −TAE_0. The second is, by (1) applied to a free atom, ΔfH(A, 0). Therefore

ΔfH(M, 0) = Σ n_A ΔfH(A, 0) − (TAE_e − E_ZPE).  (2)

The elements are first taken apart into atoms, which costs energy, and the atoms are then joined, which releases TAE_0.

E_A must be the lowest atomic level. If a calculation ignores spin-orbit coupling and thereby places an atom too high by δ_A, its TAE_e is too large by Σ n_A δ_A, apart from any similar shift in the molecule. That amount must be subtracted before (2) is used. In a composite calculation TAE_e is a sum of separately computed contributions, and this correction is one of them.

**(b) Find the atomic enthalpies of formation at 0 K for the model, and then ΔfH(AB₂, 0 K).**

*Solution.* Forming one mole of atoms A from ½ A₂ costs half the dissociation energy D_0 measured from the lowest level:

ΔfH(A, 0) = ½ D_0(A₂), D_0 = D_e − E_ZPE.

A harmonic mode has lowest energy ½hcν̃, where ν̃ is its wavenumber. Hence

E_ZPE(AB₂) = ½ (1200 + 3000 + 3200) × 0.011963 = 44.26 kJ/mol,

E_ZPE(A₂) = ½ × 1000 × 0.011963 = 5.98 kJ/mol,

E_ZPE(B₂) = ½ × 3600 × 0.011963 = 21.53 kJ/mol.

The dissociation energies are

D_0(A₂) = 400 − 5.98 = 394.02 kJ/mol,

D_0(B₂) = 420 − 21.53 = 398.47 kJ/mol,

so ΔfH(A, 0) = 197.01 kJ/mol and ΔfH(B, 0) = 199.23 kJ/mol. The atomization energy is

TAE_0 = 900 − 44.26 = 855.74 kJ/mol.

The molecule has one atom A and two atoms B. Two atoms B cost the full D_0(B₂), and (2) gives

ΔfH(AB₂, 0 K) = 197.01 + 398.47 − 855.74 = −260.26 kJ/mol,

or −62.2 kcal/mol.

**(c) Extend the result to a temperature T. Which enthalpy increments enter?**

*Solution.* Split each enthalpy in (1) into its value at 0 K and an increment:

H_M(T) = H_M(0) + [H_M(T) − H_M(0)],

h_A(T) = h_A(0) + [h_A(T) − h_A(0)].

Inserting both, and recognizing H_M(0) − Σ n_A h_A(0) as ΔfH(M, 0), gives

ΔfH(M, T) = ΔfH(M, 0) + [H_M(T) − H_M(0)] − Σ n_A [h_A(T) − h_A(0)].  (3)

The increments subtracted are those of the elements in their reference states, because formation starts from the elements. Warming the product raises ΔfH; warming the starting materials lowers it.

Equation (3) also holds for a solid element. Since (∂H/∂T)_p = C_p, its increment is the integral of C_p from 0 to T, plus the enthalpy of any phase transition on the way. The state called "the element at 0 K" must be the same in ΔfH(A, 0) and in the increment. Then h_A(0) enters (3) once with each sign and cancels, as it must, because (1) at temperature T does not contain it.

**(d) Derive the increment of an ideal gas of molecules from its energy levels.**

*Solution.* Let q = Σ g exp(−ε/kT) be the partition function of one molecule, with ε the level energies and g their degeneracies. With β = 1/kT, the mean energy is

⟨ε⟩ = Σ g ε exp(−βε)/q = −∂ln q/∂β = kT² ∂ln q/∂T,

at fixed volume, since dβ/dT = −1/(kT²). If translation, rotation and vibration are independent, ε is a sum and q a product, so ln q and the mean energy are sums of separate parts. Excited electronic states are assumed too high to be populated.

*Translation.* A particle of mass m in a box of edge L has, along one axis, the levels h²n²/(8mL²). They are so dense in a macroscopic box that the sum becomes an integral:

∫₀^∞ exp(−a n²) dn = ½ √(π/a) = L √(2πmkT)/h, a = h²/(8mL²kT).

Each axis thus gives ln q = ½ ln T + constant and a mean energy ½kT. Three axes give 3RT/2 per mole. Adding pV = RT gives 5RT/2. The term pV is counted once per molecule, not once per kind of motion.

*Rotation, linear molecule.* With rotational constant B in cm⁻¹, the levels are hcB J(J+1) with degeneracy 2J+1. Put y = hcB/kT. If y ≪ 1, the substitution x = J(J+1), dx = (2J+1) dJ gives

q ≈ ∫₀^∞ exp(−yx) dx = 1/y = kT/(hcB).

Then ln q = ln T + constant, and the energy is RT per mole.

*Rotation, nonlinear molecule.* The classical energy is a sum of three terms L_i²/(2I_i), with L_i the angular momentum about principal axis i and I_i the moment of inertia. In the Boltzmann average each L_i has a Gaussian distribution with variance I_i kT, so each term averages to ½kT. The total is 3RT/2 per mole.

*Vibration.* A harmonic mode with quantum w = hcν̃ has levels (n + ½)w. Measured from the lowest one they are nw, and the geometric series gives

q = Σ exp(−nβw) = 1/(1 − exp(−βw)),

⟨ε⟩ = −∂ln q/∂β = w exp(−βw)/(1 − exp(−βw)) = w/(exp(βw) − 1).

The energy ½w is absent because it already belongs to H(0); including it here would count it twice. With w now expressed per mole, the increment is

H(T) − H(0) = 5RT/2 + E_rot(T) + Σ w/(exp(w/RT) − 1).  (4)

For w ≫ RT a mode contributes almost nothing. For w ≪ RT it contributes RT. The second limit marks a weakness of the harmonic model: if a soft torsion is really a free internal rotation, its energy is one quadratic momentum term, which gives ½RT and not RT.

**(e) Evaluate the increments at 298.15 K and find ΔfH(AB₂, 298.15 K). How good is classical rotation?**

*Solution.* Translation and pV give 2.5 × 2.479 = 6.197 kJ/mol for each gas, with RT kept unrounded. Of the vibrations, the softest ones matter most. For the 1200 cm⁻¹ mode of AB₂, w = 14.36 kJ/mol and w/RT = 5.79, so

14.36/(exp(5.79) − 1) = 0.044 kJ/mol.

The other two modes of AB₂ do not change this figure. The mode of A₂ gives 0.097 kJ/mol, and that of B₂ gives 0.000 kJ/mol.

For the rotations I use the mean energy from an explicit sum over rigid-rotor levels. Identical nuclei restrict these levels. Let nucleus A have spin 0 and nucleus B spin ½, and let the electronic and vibrational ground states be symmetric under exchange of the identical nuclei. Then A₂ has even J alone, while in B₂ even and odd J carry spin weights 1 and 3. In AB₂ the twofold axis belongs to the constant 9 cm⁻¹; levels even and odd under a half turn about it carry weights 1 and 3. The AB₂ levels were found by diagonalizing the rotor's energy matrix for each J. The same weights are used for all vibrational states, which is harmless here because few molecules are vibrationally excited. Nuclear spins are taken to be in equilibrium at each temperature, so that B₂ at 0 K is entirely in J = 0.

The results in kJ/mol are:

AB₂: 6.197 + 3.694 + 0.044 = 9.936 (the last digit reflects unrounded terms)

A₂: 6.197 + 2.475 + 0.097 = 8.769

B₂: 6.197 + 2.281 + 0.000 = 8.478

The elements needed for one mole of AB₂ have the increment

½ × 8.769 + 8.478 = 12.863 kJ/mol.

Equation (3) then gives

ΔfH(AB₂, 298.15 K) = −260.26 + 9.936 − 12.863 = −263.19 kJ/mol,

or −62.9 kcal/mol. The change from 0 K is −2.93 kJ/mol.

Its sign and size follow from counting. With classical rotation and no vibrational excitation, the nonlinear product has 5/2 + 3/2 = 4 units of RT, and each diatomic gas has 5/2 + 1 = 7/2. One and a half moles of diatomic gas disappear, so the change is

(4 − 3/2 × 7/2) RT = −1.25 RT = −3.10 kJ/mol.

The difference from −2.93 comes mainly from B₂, whose classical rotational energy, RT, exceeds the level sum by 0.198 kJ/mol. To see why, replace the integral for q by the Euler–Maclaurin formula, which corrects an integral to a sum. With f(J) = (2J+1) exp[−yJ(J+1)], f(0) = 1 and f′(0) = 2 − y,

Σ f(J) = ∫₀^∞ f dJ + ½ f(0) − f′(0)/12 + … = 1/y + ½ − 1/6 + O(y) = 1/y + 1/3 + O(y).

For even J alone, put J = 2n. The integral over n is 1/(2y), and the derivative with respect to n is 2f′(0), so the sum is

1/(2y) + ½ − 2(2 − y)/12 + O(y) = ½ (1/y + 1/3) + O(y).

The odd levels supply the other half, so to this order the spin weights multiply q by a constant and do not affect the energy. Since ln q = −ln y + y/3 + O(y²) + constant, and y = βhcB,

E_rot = −∂ln q/∂β = kT − hcB/3 + …

For B₂ the reduction is 50 × 0.011963/3 = 0.20 kJ/mol, in agreement with the sum to two decimals. In the third decimal, at y = 0.24, higher orders and the spin weights both matter and partly cancel: equal weights would give 0.203 kJ/mol, and the weights 1 and 3 give 0.198 kJ/mol. For A₂, with B fifty times smaller, it is 0.004 kJ/mol. For AB₂ the level sum lies 0.024 kJ/mol below 3RT/2. Classical rotation in all three gases would give ΔfH(AB₂, 298.15 K) = −263.36 kJ/mol, which is 0.198 + ½ × 0.004 − 0.024 = 0.176 kJ/mol too low relative to the level sums. Those sums are themselves for rigid rotors and harmonic modes. If the diatomics follow Morse curves as in (g), with the given B as the equilibrium constant, centrifugal stretching and anharmonicity raise the increment of B₂ from 8.478 to 8.498 kJ/mol and that of A₂ from 8.769 to 8.780 kJ/mol, so the third decimals belong to the rigid, harmonic model only.

**(f) Repeat the calculation by going through free atoms at 298.15 K. What would happen if the increments of free atoms replaced those of the elements in (3)?**

*Solution.* A free atom without low excited levels has the increment 5RT/2. Equation (3) applied to the atom itself gives

ΔfH(A, T) = ΔfH(A, 0) + 5RT/2 − [h_A(T) − h_A(0)].

The enthalpy of atomization at T is that of the atoms minus that of the molecule:

ΔatH(T) = TAE_0 + Σ n_A (5RT/2) − [H_M(T) − H_M(0)].

In the combination Σ n_A ΔfH(A, T) − ΔatH(T) the atomic terms 5RT/2 cancel, and (3) returns. For the model,

ΔfH(A, 298.15 K) = 197.01 + 6.197 − ½ × 8.769 = 198.82 kJ/mol,

ΔfH(B, 298.15 K) = 199.23 + 6.197 − ½ × 8.478 = 201.19 kJ/mol,

ΔatH(298.15 K) = 855.74 + 3 × 6.197 − 9.936 = 864.39 kJ/mol.

The formation enthalpy is 198.82 + 2 × 201.19 − 864.39 = −263.19 kJ/mol, as before.

Suppose instead that one starts from the 0 K value and subtracts atomic increments:

−260.26 + 9.936 − 3 × 6.197 = −268.92 kJ/mol.

This is 5.73 kJ/mol too low. The atomic enthalpies in it still belong to 0 K, while the atomization has been moved to 298.15 K. Either all quantities are taken through the atoms at T, or the 0 K result is corrected with the increments of the elements.

**(g) How do errors in the binding energies and in the zero-point energy reach the result?**

*Solution.* Equation (2) contains −TAE_e. If the atomic enthalpies are fixed, independent data, an error in TAE_e passes to ΔfH in full, with opposite sign. Let the calculation recover 98% of the binding. Then TAE_e is too small by 0.02 × 900 = 18 kJ/mol, and ΔfH(AB₂, 0 K) rises from −260.26 to −242.26 kJ/mol.

Suppose instead that the atomic enthalpies come from the same calculation, and assume that it makes D_e(A₂) and D_e(B₂) 2% too small as well. The atomic sum falls by

0.02 × (½ × 400 + 420) = 12.4 kJ/mol,

and the net error is 18 − 12.4 = 5.6 kJ/mol, giving −254.66 kJ/mol. The cancellation depends on the errors being similar in the molecule and in the elements. With fixed atomic enthalpies there is no such help, and TAE_e must itself be accurate.

Inserting the atomic enthalpies into (2) shows where the zero-point energies act:

ΔfH(AB₂, 0) = −TAE_e + ½ D_e(A₂) + D_e(B₂) + E_ZPE(AB₂) − ½ E_ZPE(A₂) − E_ZPE(B₂).

An overestimated zero-point energy raises ΔfH if it belongs to the product and lowers it if it belongs to an element.

The size of the harmonic error can be found for B₂ if its potential is a Morse curve with the same depth and the same curvature at the minimum. In units of the quantum w, with δ = D_e/w, s² = 2δ and a scaled displacement x,

−½ ψ″ + δ(1 − z)² ψ = εψ, z = exp(−x/s).

Try ψ = exp(−κx − bz). Since z′ = −z/s, ψ′/ψ = −κ + bz/s, and

ψ″/ψ = (−κ + bz/s)² − bz/s².

Insert this and compare powers of z:

z²: −b²/(2s²) + δ = 0, so b = s²,

z¹: κb/s + b/(2s²) − 2δ = 0, so κ = s − 1/(2s),

z⁰: ε = δ − ½κ² = ½ − 1/(8s²) = ½ − 1/(16δ).

For κ > 0 this ψ vanishes at both ends and has no node, so it is the ground state. The zero-point energy is ½w − w²/(16D_e), below the harmonic value. For B₂, w = 3600 × 0.011963 = 43.07 kJ/mol, and the reduction is

43.07²/(16 × 420) = 0.28 kJ/mol.

D_0(B₂) rises from 398.47 to 398.74 kJ/mol, and this change alone would raise ΔfH(AB₂, 0 K) by 0.28 kJ/mol. Anharmonicity that lowers the zero-point energy of AB₂ would act in the opposite direction. Its size cannot be found from the harmonic data given here, so the net correction remains open in this model.
